# Averaging two thickness readings that share a calibration error

## Problem

A film of nominal thickness 100 nm is measured with two instruments. Both have been calibrated on the same reference film, whose certified thickness is $R=50.0$ nm. The certificate has a standard uncertainty $c=0.40$ nm. Apart from this, the instruments have independent random errors with standard deviations $s_1=0.30$ nm and $s_2=0.60$ nm. After calibration they report

$$x_1=100.2\ \text{nm},\qquad x_2=101.4\ \text{nm}.$$

These are round model values. Find the weighted average with the smallest standard uncertainty, and that uncertainty, in two cases.

**Case A.** Each instrument was calibrated by adding a constant to its readings, so that it reproduces the certified value on the reference film.

**Case B.** The first instrument was calibrated in that way. The second was calibrated by multiplying its readings by a constant factor.

Then determine what happens in each case if the independent errors are made ten times smaller while the certificate stays the same.

## A tempting solution

Take case A. An error in the certified thickness passes unchanged into every reading corrected by an added constant. Each instrument therefore has two independent contributions to its uncertainty, which combine in quadrature:

$$u_1^2=0.30^2+0.40^2=0.25\ \text{nm}^2,\qquad u_2^2=0.60^2+0.40^2=0.52\ \text{nm}^2.$$

The standard uncertainties are $u_1=0.50$ nm and $u_2=0.72$ nm. The familiar rule of inverse-variance weighting then gives

$$w_1=\frac{1/u_1^2}{1/u_1^2+1/u_2^2}=\frac{u_2^2}{u_1^2+u_2^2}=\frac{0.52}{0.77}=0.675,\qquad w_2=0.325.$$

The average is

$$w_1x_1+w_2x_2=x_1+w_2(x_2-x_1)=100.2+0.325\times1.2=100.59\ \text{nm},$$

and the same rule assigns it the uncertainty

$$\sqrt{\frac{u_1^2u_2^2}{u_1^2+u_2^2}}=\sqrt{\frac{0.25\times0.52}{0.77}}=0.411\ \text{nm}.$$

Both $u_1$ and $u_2$ are correct. The average is nevertheless not the best one, and its stated uncertainty is too small.

## Where it fails

Let $t$ be the true thickness and $b$ the certified minus the true thickness of the reference film. In case A the readings are

$$x_1=t+b+e_1,\qquad x_2=t+b+e_2,$$

where $e_1$ and $e_2$ are the independent errors. The same $b$ stands in both lines. If the certificate is too high, both readings are too high, and averaging cannot play one against the other.

For fixed weights with $w_1+w_2=1$, the error of the average is $w_1(x_1-t)+w_2(x_2-t)$. Its mean square is

$$\operatorname{Var}=w_1^2u_1^2+w_2^2u_2^2+2w_1w_2k,\qquad k=\operatorname{Cov}(x_1,x_2).$$

Inverse-variance weighting drops the last term. Here $b$, $e_1$ and $e_2$ are mutually independent with zero mean, so the covariance is

$$k=\langle(b+e_1)(b+e_2)\rangle=\langle b^2\rangle=c^2=0.16\ \text{nm}^2.$$

The actual variance of the tempting average is therefore

$$0.675^2\times0.25+0.325^2\times0.52+2\times0.675\times0.325\times0.16=0.239\ \text{nm}^2.$$

The first two terms give 0.169 nm², which is the claimed variance; the third adds 0.070 nm². The actual uncertainty is 0.489 nm, so the claimed 0.411 nm is 16% below it. Moreover, the weights were chosen to minimize an expression with a term missing. They have to be found again.

## The right solution

### How the certificate error enters each reading

The form of the shared error depends on the calibration procedure. The true thickness of the reference film is $R-b$. Assume that enough readings were taken on it for their random error to be negligible.

An instrument with an unknown offset $a$ shows $t+a+e$ on the film and $R-b+a$ on the reference. The added correction is $R-(R-b+a)=b-a$, and the corrected reading is

$$x=t+a+e+(b-a)=t+b+e.$$

An instrument with an unknown gain $\kappa$ shows $\kappa(t+e)$ on the film and $\kappa(R-b)$ on the reference. The correcting factor is $R/[\kappa(R-b)]$, so that

$$x=(t+e)\frac{R}{R-b}=(t+e)\left(1+\frac bR+\frac{b^2}{R^2}+\dots\right)\simeq t+\frac tR\,b+e.$$

The leading neglected terms are $eb/R$ and $tb^2/R^2$. For $b=c$ the second is $100\times0.16/2500=0.006$ nm, small beside the uncertainties in this problem.

Both procedures are covered by

$$x_i=t+g_ib+e_i,$$

with $g=1$ for an added correction and $g=t/R$ for a multiplied one. The sensitivity $g=t/R$ contains the unknown $t$; it is evaluated at the nominal thickness, which gives $100/50=2$. This keeps the weights constant, as the derivation below assumes, and it presumes that the true thickness is close to the nominal one. Evaluating $g$ at the reading $x_2$ instead makes the weights depend on the errors, so that the derivation no longer applies strictly. In this problem the choice matters little: $x(R-b)=(t+e)R$ gives $x=t+(x/R)b+e$ exactly, and with the errors given the root-mean-square error of the best average in case B is 0.492 nm either way, while the average itself moves by less than 0.01 nm.

The variances and the covariance follow from the independence of $b$, $e_1$ and $e_2$:

$$u_i^2=s_i^2+g_i^2c^2,\qquad k=g_1g_2c^2.$$

### The best weights

Since $b$ and $e_i$ have zero mean, each reading has mean $t$. The average $w_1x_1+w_2x_2$ has mean $(w_1+w_2)t$, which equals $t$ for every thickness only if $w_1+w_2=1$. Put $w_2=1-w_1$ in the variance:

$$F(w_1)=w_1^2u_1^2+(1-w_1)^2u_2^2+2w_1(1-w_1)k.$$

Its derivative is

$$F'(w_1)=2w_1u_1^2-2(1-w_1)u_2^2+2(1-2w_1)k=2\left[w_1D-(u_2^2-k)\right],$$

$$D=u_1^2+u_2^2-2k.$$

The quantity $D$ is the variance of the difference $x_2-x_1$. Written out, it is $s_1^2+s_2^2+(g_2-g_1)^2c^2$, which is positive. Hence $F''=2D>0$, and the zero of $F'$ is the minimum:

$$w_1=\frac{u_2^2-k}{D},\qquad w_2=1-w_1=\frac{u_1^2-k}{D}.$$

To obtain the least variance, group the terms of $F$ as

$$F=w_1(w_1u_1^2+w_2k)+w_2(w_1k+w_2u_2^2).$$

With the best weights the two brackets are equal:

$$w_1u_1^2+w_2k=\frac{(u_2^2-k)u_1^2+(u_1^2-k)k}{D}=\frac{u_1^2u_2^2-k^2}{D},$$

$$w_1k+w_2u_2^2=\frac{(u_2^2-k)k+(u_1^2-k)u_2^2}{D}=\frac{u_1^2u_2^2-k^2}{D}.$$

Because $w_1+w_2=1$, this common value is the least variance:

$$u^2=\frac{u_1^2u_2^2-k^2}{D}.$$

Only means and variances have been used, so the errors need not be normally distributed. For $k=0$ the formulas return to inverse-variance weighting.

Since $F$ is quadratic with second derivative $2D$, any other weight $w_1'$ gives the variance $u^2+D(w_1'-w_1)^2$. This measures the cost of using wrong weights.

### Case A: equal sensitivities

With $u_1^2=0.25$, $u_2^2=0.52$ and $k=0.16$ nm²,

$$D=0.25+0.52-0.32=0.45\ \text{nm}^2,$$

$$w_1=\frac{0.52-0.16}{0.45}=0.80,\qquad w_2=\frac{0.25-0.16}{0.45}=0.20.$$

The average and its uncertainty are

$$100.2+0.20\times1.2=100.44\ \text{nm},\qquad u=\sqrt{\frac{0.25\times0.52-0.16^2}{0.45}}=0.482\ \text{nm}.$$

The weight of the better instrument has risen from 0.675 to 0.80. The reason is visible when $g_1=g_2=g$. Then $k=g^2c^2$, so $u_i^2-k=s_i^2$ and $D=s_1^2+s_2^2$. The weights become

$$w_1=\frac{s_2^2}{s_1^2+s_2^2},\qquad w_2=\frac{s_1^2}{s_1^2+s_2^2}.$$

They are the inverse-variance weights of the independent errors alone, and $c$ has disappeared from them. With weights that sum to one, the shared error enters the average as $gb$ whatever the weights are. It cannot favour either instrument. The tempting solution included it in both variances, which made the instruments look more alike than they are where averaging can help.

The shared error remains in the uncertainty. The numerator of $u^2$ is

$$(s_1^2+g^2c^2)(s_2^2+g^2c^2)-g^4c^4=s_1^2s_2^2+g^2c^2(s_1^2+s_2^2),$$

and division by $D=s_1^2+s_2^2$ gives

$$u^2=\frac{s_1^2s_2^2}{s_1^2+s_2^2}+g^2c^2=0.072+0.160=0.232\ \text{nm}^2.$$

In case A one may therefore average with the independent errors first and add the calibration variance once, at the end.

Correcting the weights lowers the actual uncertainty only from 0.489 to 0.482 nm. The larger correction is to the claim: 0.482 nm is 17% above the 0.411 nm first stated.

### Case B: unequal sensitivities

Now $g_1=1$ and $g_2=2$. The first variance is still 0.25 nm², while

$$u_2^2=0.36+4\times0.16=1.00\ \text{nm}^2,\qquad k=1\times2\times0.16=0.32\ \text{nm}^2.$$

If the covariance is ignored, the weights are $1.00/1.25=0.80$ and $0.20$, the average is 100.44 nm, and the claimed uncertainty is $\sqrt{0.25/1.25}=0.447$ nm. The actual variance of this average is

$$0.64\times0.25+0.04\times1.00+2\times0.80\times0.20\times0.32=0.302\ \text{nm}^2,$$

an uncertainty of 0.550 nm. This is worse than the 0.50 nm of the first instrument alone: bringing in the second reading with this weight has done harm.

The correct calculation gives

$$D=0.25+1.00-0.64=0.61\ \text{nm}^2,$$

$$w_1=\frac{1.00-0.32}{0.61}=1.115,\qquad w_2=\frac{0.25-0.32}{0.61}=-0.115.$$

The average and its uncertainty are

$$100.2-0.115\times1.2=100.06\ \text{nm},\qquad u=\sqrt{\frac{0.25\times1.00-0.32^2}{0.61}}=0.492\ \text{nm}.$$

One weight is negative, and the result lies below both readings. From the formula for $w_2$, this happens when $k>u_1^2$, that is, when

$$g_1(g_2-g_1)c^2>s_1^2.$$

Here the left side is 0.16 nm² and the right side 0.09 nm².

### Why the average may lie outside the readings

The difference of the readings is

$$x_2-x_1=(g_2-g_1)b+e_2-e_1.$$

If the sensitivities differ, it carries information about $b$. Estimate $b$ by $\hat b=\lambda(x_2-x_1)$ and choose $\lambda$ to minimize the mean square of $b-\hat b$, which is

$$c^2-2\lambda(g_2-g_1)c^2+\lambda^2D.$$

Setting the derivative with respect to $\lambda$ to zero gives

$$\hat b=\frac{(g_2-g_1)c^2}{D}(x_2-x_1)=\frac{0.16}{0.61}\times1.2=0.315\ \text{nm}.$$

The second reading exceeds the first, and the second instrument responds twice as strongly to $b$. Part of the excess is therefore attributed to a certificate that is too high. Removing $g_i\hat b$ from each reading leaves

$$100.2-0.315=99.885\ \text{nm},\qquad 101.4-0.630=100.770\ \text{nm}.$$

Averaging these with the weights 0.80 and 0.20 of the independent errors gives 100.06 nm, the result found above. The result lies between the corrected readings, though not between the original ones.

The agreement is general. Write $h=g_2-g_1$, $S=s_1^2+s_2^2$ and $\omega_2=s_1^2/S$. The average of the corrected readings subtracts $[(1-\omega_2)g_1+\omega_2g_2]\hat b=(g_1+\omega_2h)\hat b$ from the average of the original ones. The total coefficient of $x_2$ is thus

$$\omega_2-(g_1+\omega_2h)\frac{hc^2}{D}=\frac{\omega_2(D-h^2c^2)-g_1hc^2}{D}=\frac{s_1^2-g_1hc^2}{D},$$

because $D-h^2c^2=S$ and $\omega_2S=s_1^2$. On the other side, $u_1^2-k=s_1^2+g_1^2c^2-g_1g_2c^2=s_1^2-g_1hc^2$. The coefficient is therefore $w_2$. The coefficients of $x_1$ agree as well, since both pairs sum to one: $\hat b$ depends only on the difference of the readings.

In case A, $h=0$ and $\hat b=0$. The two readings then say nothing about the certificate, however much they disagree.

## Does covariance always raise the uncertainty?

In both cases the correct uncertainty exceeds the one claimed for independent errors. This is not a general rule. Hold $u_1<u_2$ fixed and write $k=\rho u_1u_2$, with correlation coefficient $\rho$. Then

$$u^2(\rho)=\frac{u_1^2u_2^2(1-\rho^2)}{u_1^2+u_2^2-2\rho u_1u_2}.$$

By the quotient rule, the sign of the derivative is that of

$$-2\rho(u_1^2+u_2^2-2\rho u_1u_2)+2u_1u_2(1-\rho^2)=2(u_1\rho-u_2)(u_2\rho-u_1).$$

For $|\rho|<1$ the first factor is negative. The uncertainty therefore rises until $\rho=u_1/u_2$ and falls afterwards. At the turning point $k=u_1^2$, so $w_2=0$ and $u=u_1$: the second reading contributes nothing. Beyond it the second weight is negative, and the second reading helps by revealing the shared error.

The uncertainty equals its value at $\rho=0$ when

$$(1-\rho^2)(u_1^2+u_2^2)=u_1^2+u_2^2-2\rho u_1u_2,$$

which gives $\rho=0$ or $\rho=2u_1u_2/(u_1^2+u_2^2)$. Between these values covariance raises the uncertainty. Above the second value, and for negative $\rho$, it lowers it.

In case A, $\rho=0.44$ lies below the turning point at 0.69. In case B, $\rho=0.64$ lies beyond the turning point at 0.50 but below the crossing at 0.80. There the second weight is already negative, while the uncertainty is still above the independent-error value.

## Ten times smaller independent errors

Such a reduction could come from averaging 100 repeated readings of the film on each instrument, provided their random errors are independent from one reading to the next. The reference film must then be read many more times than that, so that the random error of the calibration stays negligible beside the reduced errors. The variances $s_1^2$ and $s_2^2$ become 0.0009 and 0.0036 nm².

In case A the weights stay at 0.80 and 0.20, since they depend on the ratio of the $s_i^2$. The uncertainty is

$$u=\sqrt{0.00072+0.16}=0.401\ \text{nm}.$$

A hundredfold reduction of the independent variances has brought it only from 0.482 to 0.401 nm, close to the floor $c=0.40$ nm set by the certificate. More readings cannot pass this floor; a better reference film can lower it.

In case B the weights become 1.967 and $-0.967$, and the uncertainty falls to 0.084 nm, well below that of the certificate. The limit $s_i\to0$ explains this. The readings are then $x_1=t+b$ and $x_2=t+2b$, two equations for two unknowns, with the solution

$$t=2x_1-x_2.$$

In this linear model, with the sensitivity 2 that belongs to the nominal thickness, the certificate error cancels, and the weights tend to 2 and $-1$.

This gain rests on the model more heavily than anything before it. An unmodelled error in the corrected second reading, such as that caused by a small offset beside the gain, enters the result multiplied by $-0.967$, whereas with the original errors the factor was $-0.115$. For the corrected first reading the factor is 1.967, whereas it was 1.115. The neglected term $tb^2/R^2$, about 0.006 nm for $b=c$, is now some 8% of the stated uncertainty, and it grows as $b^2$. The weights also presume that the true thickness is close to the nominal one: for a film of 95 nm the same weights give a root-mean-square error of 0.098 nm, and for 90 nm 0.123 nm. The figure of 0.084 nm should be trusted only if the first instrument is known to have a pure offset error, and the second a pure gain error, to well within that amount. It also requires enough readings on the reference film. If each instrument read that film only 100 times, with the original random errors in single readings, the calibration noise would raise the uncertainty to 0.155 nm with the weights left unchanged.

## Checking the data against the model

The difference of 1.2 nm should be compared with its own standard deviation $\sqrt D$. The ratio is $1.2/\sqrt{0.45}=1.8$ in case A and $1.2/\sqrt{0.61}=1.5$ in case B. Neither value is large enough to reject the assumed errors. The same two readings would not suit the ten times smaller errors: the ratios would be $1.2/\sqrt{0.0045}=18$ in case A and $1.2/\sqrt{0.1645}=3.0$ in case B, where they would imply $b\approx1.1$ nm and a neglected term $tb^2/R^2$ of 0.05 nm. The weights and uncertainties found for the reduced errors therefore refer to new readings. The comparison must include the covariance, because a positive $k$ makes the readings agree better than their separate uncertainties suggest. In case A good agreement would still be no evidence for the certificate, since $b$ is absent from the difference.

With the errors originally given, the results are $100.44\pm0.48$ nm in case A and $100.06\pm0.49$ nm in case B, each with one standard uncertainty. The same two readings lead to different thicknesses because the calibration procedures transmit the same certificate error differently. The numerical output lists the intermediate values to more digits.

## Computed values

```
Nominal thickness 100.0 nm, certified reference 50.0 nm
Independent sd: s1 = 0.30 nm, s2 = 0.60 nm
Shared calibration sd: c = 0.40 nm
Readings: x1 = 100.2 nm, x2 = 101.4 nm
Case A: sensitivities g1 = 1.0, g2 = 1.0
A total u1 = 0.5000 nm, u2 = 0.7211 nm
A variances 0.2500, 0.5200 nm^2
A covariance 0.1600 nm^2, correlation 0.4438
A variance of difference D = 0.4500 nm^2
A difference / its sd = 1.789
A independent-error weights 0.6753, 0.3247
A independent-error mean 100.590 nm
A its claimed uncertainty 0.4109 nm
A its actual uncertainty 0.4889 nm
A optimal weights 0.8000, 0.2000
A optimal mean 100.440 nm
A optimal uncertainty 0.4817 nm
A inferred calibration error 0.0000 nm
A corrected readings 100.200, 101.400 nm
A correlation of largest uncertainty 0.6934
A correlation where penalty ends 0.9365
A with s/10: weights 0.8000, 0.2000
A with s/10: optimal uncertainty 0.4009 nm
Case B: sensitivities g1 = 1.0, g2 = 2.0
B total u1 = 0.5000 nm, u2 = 1.0000 nm
B variances 0.2500, 1.0000 nm^2
B covariance 0.3200 nm^2, correlation 0.6400
B variance of difference D = 0.6100 nm^2
B difference / its sd = 1.536
B independent-error weights 0.8000, 0.2000
B independent-error mean 100.440 nm
B its claimed uncertainty 0.4472 nm
B its actual uncertainty 0.5499 nm
B optimal weights 1.1148, -0.1148
B optimal mean 100.062 nm
B optimal uncertainty 0.4919 nm
B inferred calibration error 0.3148 nm
B corrected readings 99.885, 100.770 nm
B correlation of largest uncertainty 0.5000
B correlation where penalty ends 0.8000
B with s/10: weights 1.9672, -0.9672
B with s/10: optimal uncertainty 0.0838 nm
Weights from s alone: 0.8000, 0.2000
```
